\section*{Image energy of a charged defect in an anisotropic orthorhombic supercell}

\section*{Question}

I am computing a singly negative sulfur vacancy in bulk 2H-MoS$_2$. My supercell is orthorhombic, $5a\times3\sqrt3\,a\times c$, with $a=0.316$ nm and $c=1.23$ nm. I take the relative dielectric constant to be about 15 in the plane of the layers and 6 across them.

For a cubic cell in an isotropic medium I would use the Madelung formula $-\alpha q^2/(8\pi\varepsilon_0\varepsilon_rL)$ for the interaction of the charge with its periodic images. Here I have three edges and a tensor. I know that rescaling the coordinates should restore the ordinary Poisson equation, but I lose track of the determinant factors in the Ewald sum, and I do not know which average of $\varepsilon$, if any, would be right. Also, can I make the image energy small by stacking more cells along $c$ while keeping the in-plane edges fixed?

\section*{Answer}

\subsection*{What energy is meant}

Take a uniform, linear medium with a symmetric, positive definite relative dielectric tensor $\boldsymbol\varepsilon$. The cell has volume $V$ and lattice vectors $\mathbf R$. With a uniform neutralizing background, the potential obeys
\begin{equation}
-\nabla\cdot(\boldsymbol\varepsilon\nabla\phi)=\frac{q}{\varepsilon_0}\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\Big],\qquad \langle\phi\rangle_{\rm cell}=0 .
\label{poisson}
\end{equation}
The image energy $E$ is the electrostatic energy per cell minus that of the same charge alone in the infinite medium. Both are infinite for a point charge, so first replace each point by a narrow normalized Gaussian $g_s$ of width $s$. The energy per cell is half the integral of charge density times potential. The background contributes nothing because $\langle\phi\rangle=0$, which leaves
\[
E_s=\frac q2\int g_s(\mathbf r)\,\big[\phi_s(\mathbf r)-\phi_s^{\rm iso}(\mathbf r)\big]\,d^3r .
\]
The bracket is smooth near the origin, since the defect's own singular potential has been removed. As $s\to0$,
\begin{equation}
E=\tfrac12\,q\,\phi_{\rm reg}(0),\qquad \phi_{\rm reg}=\phi-\phi^{\rm iso}.
\label{half}
\end{equation}
The correction to add to the supercell energy is $-E$.

\subsection*{Scaling the coordinates}

Let $\mathbf r=\boldsymbol\varepsilon^{1/2}\mathbf r'$. The chain rule gives $\nabla'=\boldsymbol\varepsilon^{1/2}\nabla$, hence $\nabla\cdot\boldsymbol\varepsilon\nabla=\nabla'^2$. Write $D=\det\boldsymbol\varepsilon$. The Jacobian is $\sqrt D$, so
\[
\delta(\mathbf r-\mathbf R)=\frac{\delta(\mathbf r'-\mathbf R')}{\sqrt D},\qquad V=\sqrt D\,V'.
\]
Both source terms in (\ref{poisson}) acquire the same factor $1/\sqrt D$. Setting $\phi=q\chi/(4\pi\varepsilon_0\sqrt D)$ gives
\begin{equation}
-\nabla'^2\chi=4\pi\Big[\sum_{\mathbf R'}\delta(\mathbf r'-\mathbf R')-\frac1{V'}\Big].
\label{scaled}
\end{equation}
For the isolated charge $\chi^{\rm iso}=1/r'$. Since $r'^2=\mathbf r\cdot\boldsymbol\varepsilon^{-1}\mathbf r\equiv\rho^2$, its physical potential is $q/(4\pi\varepsilon_0\sqrt D\,\rho)$. From (\ref{half}),
\begin{equation}
E=\frac{q^2}{8\pi\varepsilon_0}\,\psi,\qquad \psi=\frac{\chi_{\rm reg}(0)}{\sqrt D}.
\label{energy}
\end{equation}
If $\boldsymbol\varepsilon$ is diagonal along the cell edges, the scaled cell is again orthorhombic, with edges $L_i/\sqrt{\varepsilon_i}$. Off-diagonal elements make it oblique; the Ewald sum below holds for any angles.

\subsection*{The Ewald sum}

Split $1/r'=\operatorname{erfc}(\gamma r')/r'+\operatorname{erf}(\gamma r')/r'$ with $\gamma>0$. The second part is the potential of a unit Gaussian charge, and its Fourier transform is $4\pi e^{-G'^2/4\gamma^2}/G'^2$. The solution of (\ref{scaled}) is therefore
\[
\chi(\mathbf r')=\sum_{\mathbf R'}\frac{\operatorname{erfc}(\gamma|\mathbf r'-\mathbf R'|)}{|\mathbf r'-\mathbf R'|}
+\frac{4\pi}{V'}\sum_{\mathbf G'\neq0}\frac{e^{-G'^2/4\gamma^2}}{G'^2}e^{i\mathbf G'\cdot\mathbf r'}+C .
\]
The first sum has points minus Gaussians as its source; the second has Gaussians minus their mean. Together they give the right side of (\ref{scaled}).

The constant $C$ follows from $\langle\chi\rangle=0$. The reciprocal sum has zero average. The average of the real-space sum over one cell equals an integral over all space divided by $V'$. Integrating by parts,
\[
\frac{4\pi}{V'}\int_0^\infty r\operatorname{erfc}(\gamma r)\,dr
=\frac{4\pi}{V'}\,\frac{\gamma}{\sqrt\pi}\int_0^\infty r^2e^{-\gamma^2r^2}dr
=\frac{4\pi}{V'}\,\frac{\gamma}{\sqrt\pi}\,\frac{\sqrt\pi}{4\gamma^3}=\frac{\pi}{V'\gamma^2},
\]
so $C=-\pi/(V'\gamma^2)$.

Now subtract $1/r'$ and let $r'\to0$. The term $\mathbf R'=0$ becomes $-\operatorname{erf}(\gamma r')/r'\to-2\gamma/\sqrt\pi$. To return to physical coordinates, use $\mathbf G\cdot\mathbf r=(\boldsymbol\varepsilon^{1/2}\mathbf G)\cdot\mathbf r'$, so that $G'^2=\mathbf G\cdot\boldsymbol\varepsilon\mathbf G$. Dividing by $\sqrt D$ and using $V'\sqrt D=V$,
\begin{equation}
\begin{aligned}
\psi={}&\sum_{\mathbf R\neq0}\frac{\operatorname{erfc}(\gamma\rho_{\mathbf R})}{\sqrt D\,\rho_{\mathbf R}}
+\frac{4\pi}{V}\sum_{\mathbf G\neq0}\frac{e^{-\mathbf G\cdot\boldsymbol\varepsilon\mathbf G/4\gamma^2}}{\mathbf G\cdot\boldsymbol\varepsilon\mathbf G}\\
&-\frac{2\gamma}{\sqrt{\pi D}}-\frac{\pi}{V\gamma^2},
\qquad \rho_{\mathbf R}=\sqrt{\mathbf R\cdot\boldsymbol\varepsilon^{-1}\mathbf R}.
\end{aligned}
\label{ewald}
\end{equation}
The determinant appears explicitly in the real-space and self terms. In the other two it has been absorbed into $V$.

The result cannot depend on $\gamma$. Differentiating $\sqrt D\,\psi$, the real-space and self terms combine into a sum that includes $\mathbf R'=0$, while the reciprocal and background terms combine into one that includes $\mathbf G'=0$:
\[
\sqrt D\,\frac{d\psi}{d\gamma}=-\frac2{\sqrt\pi}\sum_{\mathbf R'}e^{-\gamma^2R'^2}
+\frac{2\pi}{V'\gamma^3}\sum_{\mathbf G'}e^{-G'^2/4\gamma^2}=0 .
\]
The cancellation is Poisson's summation formula, $\sum_{\mathbf R'}e^{-\gamma^2R'^2}=(\pi^{3/2}/V'\gamma^3)\sum_{\mathbf G'}e^{-G'^2/4\gamma^2}$. A wrong coefficient in the background term would spoil it; an added $\gamma$-independent constant would not, and is excluded only by $\langle\chi\rangle=0$.

\subsection*{The isotropic check, and which average enters}

In (\ref{scaled}) the only lengths are those of the scaled cell. For a scaled cube of edge $\ell$, therefore, $\chi_{\rm reg}(0)=-\alpha/\ell$, and the sum gives $\alpha=2.8372975$. An isotropic cube has $\ell=L/\sqrt{\varepsilon_r}$ and $D=\varepsilon_r^3$, so
\[
\psi=-\frac{\alpha}{\varepsilon_r^{3/2}}\frac{\sqrt{\varepsilon_r}}{L}=-\frac{\alpha}{\varepsilon_rL},
\qquad E=-\frac{\alpha q^2}{8\pi\varepsilon_0\varepsilon_rL}.
\]
This is your Madelung formula. For $|q|=e$, $\varepsilon_r=10$ and $L=1.5$ nm it gives $-0.136187$ eV, as does (\ref{ewald}).

For an orthorhombic cell with $\boldsymbol\varepsilon$ diagonal along its edges, an anisotropic medium also gives a scaled cube if $L_i=\ell\sqrt{\varepsilon_i}$. Then $V=\ell^3\sqrt D$, and $\sqrt D\,\ell=D^{1/2}(V/D^{1/2})^{1/3}=(VD)^{1/3}$. Thus
\begin{equation}
E=-\frac{\alpha q^2}{8\pi\varepsilon_0\,D^{1/3}V^{1/3}}\qquad (L_i\propto\sqrt{\varepsilon_i}).
\label{matched}
\end{equation}
For this shape the geometric mean $D^{1/3}$ is the right average. For other shapes (\ref{matched}) is an approximation. If the scaled cell is rectangular, judge it by how nearly equal the scaled edges are; if it is oblique, the angles matter too.

A test that uses no error functions, and takes from the scaling only the isolated potential (whose flux the program checks separately), is the damped direct sum
\[
\psi=\lim_{\lambda\to0}\Big[\sum_{\mathbf R\neq0}\frac{e^{-\lambda R^2}}{\sqrt D\,\rho_{\mathbf R}}-\frac1V\int\frac{e^{-\lambda r^2}}{\sqrt D\,\rho}\,d^3r\Big].
\]
Subtracting the integral removes the $\mathbf G=0$ component, and the other Fourier components tend to $4\pi/(V\,\mathbf G\cdot\boldsymbol\varepsilon\mathbf G)$, as they should. For the cube this sum reproduces $\alpha$ to the digits given. For edges $1.0,1.2,0.9$ nm and the tensor with rows $(9,1.5,0.5)$, $(1.5,6,-1)$, $(0.5,-1,4)$, it gives $\psi=-0.4602957$ nm$^{-1}$, the same as (\ref{ewald}). A third route starts from the field energy. For Gaussian charges of width $s$, inserting the Fourier series of $\phi$ gives, per cell,
\[
\frac{\varepsilon_0}2\int_{\rm cell}\nabla\phi\cdot\boldsymbol\varepsilon\nabla\phi\,d^3r=\frac{q^2}{2\varepsilon_0V}\sum_{\mathbf G\neq0}\frac{e^{-G^2s^2}}{\mathbf G\cdot\boldsymbol\varepsilon\mathbf G}.
\]
Subtracting the isolated field energy, dividing by $q^2/(8\pi\varepsilon_0)$ and extrapolating to $s=0$ gives the same $\psi$. The prefactor here comes from the field energy, not from (\ref{half}), so the agreement confirms the factor $\tfrac12$ there.

\subsection*{Your cell}

The edges are 1.580, 1.642 and 1.230 nm, so $V=3.191$ nm$^3$, and $D=15\cdot15\cdot6=1350$. The prefactor is $e^2/(8\pi\varepsilon_0)=1.439965/2=0.71998$ eV nm. I choose $\gamma=\sqrt\pi/V'^{1/3}=4.0024$ nm$^{-1}$, which makes both sums converge quickly. The last two terms are
\[
-0.71998\,\frac{2(4.0024)}{\sqrt{1350\pi}}=-0.08850\ \text{eV},\qquad
-0.71998\,\frac{\pi}{3.191(4.0024)^2}=-0.04425\ \text{eV}.
\]
The real and reciprocal sums contribute $0.00405$ and $0.00474$ eV. Therefore
\[
E=0.00405+0.00474-0.08850-0.04425\simeq-0.124\ \text{eV},
\]
and the correction is $-E\simeq+0.124$ eV. The direct sum and the Gaussian field energies agree with the Ewald value to the printed microelectronvolt. That is numerical agreement within the model, not physical accuracy.

With $V^{1/3}=1.472$ nm, the cubic formula gives $-0.116$ eV for the arithmetic mean $\varepsilon=12$, and $-0.126$ eV for the geometric mean $11.05$. Relative to the Ewald result, the magnitudes are 6.7\% too small and 1.3\% too large. The geometric mean does well here because the scaled edges, 0.408, 0.424 and 0.502 nm, are not far apart.

\subsection*{Why stacking along $c$ does not converge}

Let $\boldsymbol\varepsilon$ be diagonal, hold $A=L_1L_2$ and the in-plane edges fixed, and increase $L_3$. Look at the Fourier series of the potential at a small height $z$ above the charge. As $z\to0$, the terms with $G_1=G_2=0$ give
\[
\frac{4\pi}{AL_3}\sum_{m\neq0}\frac{L_3^2}{4\pi^2\varepsilon_3m^2}
=\frac{L_3}{\pi A\varepsilon_3}\,\frac{\pi^2}{3}=\frac{\pi L_3}{3A\varepsilon_3}.
\]
For every other pair $\mathbf g=(G_1,G_2)$, define $k_g^2=(\varepsilon_1G_1^2+\varepsilon_2G_2^2)/\varepsilon_3$. The sum over $G_3$ is the Fourier series of a periodic row of decaying exponentials. Adding their geometric series gives, for $0<z<L_3$,
\[
\frac{4\pi}{AL_3\varepsilon_3}\sum_{G_3}\frac{e^{iG_3z}}{k_g^2+G_3^2}
=\frac{2\pi}{A\varepsilon_3k_g}\left[e^{-k_gz}+\frac{2\cosh k_gz}{e^{k_gL_3}-1}\right].
\]
The first term in the bracket does not contain $L_3$. Its sum over $\mathbf g$ diverges as $z\to0$, but subtracting the isolated potential, also independent of $L_3$, leaves a finite constant $b$. Hence
\begin{equation}
\psi=\frac{\pi L_3}{3A\varepsilon_3}+b+\sum_{\mathbf g\neq0}\frac{4\pi}{A\varepsilon_3k_g}\frac1{e^{k_gL_3}-1}.
\label{tall}
\end{equation}
The linear term has a direct meaning. Seen from afar, the charges in a tall cell form sheets of density $q/A$ separated by neutralizing background. Between sheets the displacement field is $(q/A)(\tfrac12-z/L_3)$, whose mean square is $q^2/(12A^2)$. Its energy per cell is
\[
AL_3\,\frac{1}{2\varepsilon_0\varepsilon_3}\,\frac{q^2}{12A^2}=\frac{q^2L_3}{24\varepsilon_0\varepsilon_3A},
\]
which is the linear term of (\ref{tall}) multiplied by $q^2/(8\pi\varepsilon_0)$.

For your in-plane edges the slope is $0.71998\,\pi/(3\cdot2.594\cdot6)=0.0484$ eV/nm, and the constant is $-0.1837$ eV. One, two, three and four cells along $c$ give
\[
E=-0.124,\quad-0.065,\quad-0.005,\quad+0.055\ \text{eV}.
\]
The energy crosses zero at $L_3=0.1837/0.0484\simeq3.8$ nm and then grows. Three cells nearly remove the correction by cancellation between attractive and repulsive parts, not because the images have become remote.

Enlarging all edges by a factor $t$ behaves differently. Replacing $\gamma$ by $\gamma/t$ multiplies every term of (\ref{ewald}) by $1/t$, so $E\propto1/t$ at fixed shape. Doubling all three of your edges gives $-0.062$ eV. For an extrapolation in cell size, keep the shape fixed and include a $1/t^3$ term for the finite extent of the charge; otherwise evaluate (\ref{ewald}) separately for each cell.

\subsection*{How far to trust 0.124 eV in MoS$_2$}

The lattice and dielectric constants are rough typical values for the bulk crystal. Raising the in-plane constant by 10\% changes $E$ by $+8.5$ meV; raising the out-of-plane constant by 10\% changes it by $+3.2$ meV. The tensor must describe the response your calculation allows: electronic if the ions are fixed, electronic plus ionic if they relax. A spherical Gaussian charge with standard deviation 0.15 nm, instead of a point, shifts $E$ by $+5.4$ meV, or 4\% of its magnitude. That width is an illustration, not a computed property of the vacancy. The shift grows roughly as the square of the width, and 0.3 nm gives $+23$ meV, that is $E\simeq-0.10$ eV. A shallow dopant whose charge extends over a length comparable with the cell would violate the point-charge assumption much more strongly. I would quote 0.12 eV as the point-charge value for these inputs, uncertain by 0.01 to 0.02 eV through the dielectric constants and the extent of the charge.

Real devices can also contain mobile carriers, which alter the dilute limit itself. In linear, nondegenerate mean-field theory, carriers of density $n$ add $\kappa^2\chi$ to the left side of the scaled equation, with $\kappa^2=ne^2/(\varepsilon_0k_BT)$. The isolated potential becomes proportional to $e^{-\kappa r'}/r'$, whose regular part at the origin is $-\kappa$. The reversible work of charging the defect, which is a free energy, therefore shifts by $-q^2\kappa/(8\pi\varepsilon_0\sqrt D)$. For $n=10^{18}$ cm$^{-3}$ at 300 K, $\kappa=0.837$ nm$^{-1}$ and the shift is $-0.71998(0.837)/\sqrt{1350}=-0.016$ eV. The carriers are nondegenerate: $n$ is 0.09 of the effective density of states of a single valley with a rough mass of $0.6\,m_e$, and the six equivalent conduction minima of the bulk crystal make the ratio smaller still. But the ellipsoid $r'<1/\kappa$ contains on average $(4\pi/3)n\sqrt D/\kappa^3\simeq0.26$ carriers, so mean-field theory is poorly justified. The linearization is also crude, because the negative defect expels electrons and cannot push their density below zero; the nonlinear Poisson--Boltzmann equation gives about $-0.012$ eV. Read 16 meV as a scale, not as a correction to apply.

Formula (\ref{ewald}) also omits the alignment of the potential between defective and perfect cells, the variation of screening between layers, elastic interactions, and overlap of defect wave functions. None of these is estimated here for the real defect. Alignment is not independent of the finite-width shift above: for a narrow Gaussian that is spherical in the scaled coordinates, the shift of $E$ equals $q$ times the shift of the model potential far from the charge, so the two must be treated together and not counted twice. All four can depend on cell size, so check larger cells even when the point-charge correction is small. The numerical output below gives the values to more digits.

\section*{Numbers as computed}
\begin{verbatim}
e^2/(4 pi eps0) = 1.439965 eV nm
flux, charge inside / 4 pi = 1.00000000
flux, charge outside = 7.4e-09
full-tensor test cell edges (nm): [1.  1.2 0.9]
full test tensor: [[9.0, 1.5, 0.5], [1.5, 6.0, -1.0], [0.5, -1.0, 4.0]]
  psi Ewald       = -0.4602957 1/nm
  psi direct sum  = -0.4602957 1/nm
  psi Gaussians   = -0.4602957 1/nm
cubic Madelung constant, Ewald  = 2.8372975
cubic Madelung constant, direct = 2.8372975
isotropic cube: eps = 10, L = 1.5 nm
  E Ewald = -0.136187 eV, formula = -0.136187 eV
MoS2-like: a = 0.316 nm, c = 1.23 nm, q = -1 e
  eps in plane = 15.0, out of plane = 6.0
  edges (nm): [1.58  1.642 1.23 ]
  scaled edges (nm): [0.408  0.424  0.5021]
  V = 3.1910 nm^3, det eps = 1350.0
  splitting parameter = 4.0024 1/nm
  real part = 0.004050 eV
  reciprocal part = 0.004744 eV
  self part = -0.088497 eV
  background part = -0.044249 eV
  image energy E = -0.123952 eV = -123.95 meV
  correction -E = 0.123952 eV
  E, split 1.5 times larger = -0.123952 eV
  E direct sum = -0.123952 eV
  E Gaussians  = -0.123952 eV
V^(1/3) = 1.4722 nm
arithmetic mean eps = 12.000: E = -0.115629 eV
geometric mean eps = 11.052: E = -0.125547 eV
matched cell edges (nm): [1.7151 1.7151 1.0848]
  E direct sum, matched cell = -0.125547 eV
all edges doubled: E = -0.061976 eV
1 cells along c, height 1.23 nm: E = -0.123952 eV
2 cells along c, height 2.46 nm: E = -0.064575 eV
3 cells along c, height 3.69 nm: E = -0.004998 eV
4 cells along c, height 4.92 nm: E = 0.054579 eV
4 cells, Gaussian road: E = 0.054579 eV
slope formula = 0.048437, Ewald = 0.048437 eV/nm
intercept of the line = -0.183729 eV
E crosses zero at height = 3.7932 nm
charge width 0.15 nm (std. dev.): shift = 0.005399 eV
eps out of plane +10%: shift = 0.003207 eV
eps in plane +10%: shift = 0.008482 eV
carriers 1e+18 cm^-3 at 300 K
  kappa = 0.8366 1/nm (scaled coordinates)
  screening energy = -0.016394 eV
  by wave-vector integral = -0.016394 eV
  band density of states, mass 0.6 m_e = 1.17e+19 cm^-3
  carriers / density of states = 0.086
\end{verbatim}
